Nitrogen effusion through a nanometre hole, with the first size correction

**1. The decision**

Anyone calculating the leak through a barrier that contains nanometre holes must decide what rate to give each hole. The simplest choice treats the gas as points flying freely through an opening of zero thickness. For nitrogen at 1 bar and 300 K, with vacuum behind a hole of 1 nm², it gives about 2.9 × 10⁹ molecules per second. Whether this number can be used as it stands depends on the size of the molecule relative to the hole and on the attraction by the wall. For hard spheres the point-molecule rate is the leading term of an expansion in the size ratio, and the first correction shows how far the term can be trusted. Attraction is treated separately in section 6.

Let P be the gas pressure, T the temperature, m the molecular mass, k the Boltzmann constant and A the hole area. The gas is ideal and at equilibrium, the sheet is rigid, the motion is classical, and nothing returns from the vacuum. Lengths are in nm; formulas are evaluated in SI units.

**2. The leading term**

Let z point through the hole towards the vacuum. Molecules with normal velocity v_z > 0 that cross within a short time dt occupy a cylinder standing on the hole. The cylinder is slanted if they also move sideways, but its volume is still base times height, A v_z dt. With n molecules per unit volume, the number crossing per unit area and time is

J = n ∫₀^∞ v_z g(v_z) dv_z,

where g is the Maxwell distribution of one velocity component,

g(v_z) = √(m/(2πkT)) exp(−m v_z²/(2kT)).

The integrand is a total derivative apart from a factor, since the derivative of −(kT/m) exp(−m v_z²/(2kT)) is v_z exp(−m v_z²/(2kT)). Hence

∫₀^∞ v_z exp(−m v_z²/(2kT)) dv_z = kT/m,

J = n √(m/(2πkT)) · kT/m = n √(kT/(2πm)).

The ideal gas law n = P/(kT) turns this into

J = P/√(2πmkT), and the rate is N₀ = JA.

The same flux can be written with the mean speed v̄. Averaging the speed over the three-dimensional Maxwell distribution gives

v̄ = 4π (m/(2πkT))^(3/2) ∫₀^∞ v³ exp(−mv²/(2kT)) dv.

The integral equals 2(kT/m)², so v̄ = √(8kT/(πm)). One quarter of this is √(kT/(2πm)), and therefore J = n v̄/4.

For nitrogen, m = 4.652 × 10⁻²⁶ kg, and at 300 K kT = 4.142 × 10⁻²¹ J. Then

2πmkT = 1.211 × 10⁻⁴⁵ kg² m² s⁻²,

√(2πmkT) = 3.479 × 10⁻²³ kg m s⁻¹,

J = 10⁵ Pa / (3.479 × 10⁻²³ kg m s⁻¹) = 2.874 × 10²⁷ m⁻² s⁻¹.

Multiplication by A = 10⁻¹⁸ m² gives

N₀ = 2.87 × 10⁹ s⁻¹, or 4.77 × 10⁻¹⁵ mol/s.

On average one molecule passes every 0.35 ns.

The slanted-cylinder argument was tested by counting. Four million points were placed at random in front of a round hole, given Maxwell velocities and moved freely for 1 ps. Of these, 11 982 crossed inside the hole. Scaled to the true gas density, this is 2.871 × 10⁹ s⁻¹ with a relative standard error of 0.9 %, which agrees with the formula.

At fixed pressure the rate falls as T^(−1/2): the molecules are faster, but the gas is thinner. At fixed density it rises as T^(1/2). If the far side holds the same gas at pressure P₂ and the same temperature, the reverse flow has the same form, and the net rate is (P − P₂)A/√(2πmkT).

**3. Is the flight free?**

The Maxwell distribution at the hole is undisturbed if molecules arrive from distances much greater than the hole width without colliding. Two molecules of diameter d collide when their centres come within d, so each presents a cross-section πd². The difference of two independent Maxwell velocities has twice the variance of one velocity in each component, so the mean relative speed is √2 v̄. The collision rate is √2 n πd² v̄, and the mean free path is

λ = v̄/(√2 n πd² v̄) = kT/(√2 πd² P).

With the rough value d = 0.364 nm for nitrogen, λ = 70 nm. A round hole of 1 nm² has radius R = √(A/π) = 0.564 nm and diameter D = 1.128 nm, so λ/D = 62. The chance of a collision within one hole diameter is about D/λ, or 1.6 %. This sets the expected scale of the collisional correction; its coefficient is not calculated here. Since λ varies as 1/P at fixed temperature, λ would equal D near 62 bar, and the free-flight picture fails well before that.

The thermal wavelength h/√(2πmkT), with h the Planck constant, is 0.019 nm. This is 1.7 % of the hole diameter, so classical paths are a reasonable starting point. Molecular size is a much larger matter.

**4. The first size correction**

Take the molecule as a hard sphere of radius r = d/2 and the sheet as a hard surface of zero thickness. For now R is the radius of the opening between the edges of the wall atoms. The small parameter is

a = r/R.

Let F be the true rate divided by N₀. Two arguments bracket it.

*Upper bound.* In the plane of the hole the centre of the sphere cannot be closer than r to the rim. It must cross inside a disc of radius R − r. With gas at equilibrium on both sides, the density of centres is uniform wherever they are allowed, so the one-way crossing rate is Jπ(R − r)². Every molecule that escapes into vacuum makes at least one such crossing, and removing the gas behind the sheet cannot add crossings by molecules from the front. Hence

F ≤ π(R − r)²/(πR²) = (1 − a)² = 1 − 2a + a².

*Lower bound.* Count only the molecules that pass straight through without touching the rim. A molecule arriving obliquely may hit the rim even though its centre is aimed inside the disc. Some of those that hit still get through after bouncing, so the untouched passages give a lower bound.

Let u be the direction of flight, θ its angle to the normal, and c = cos θ. Seen along u, the round hole is an ellipse of area πR²c. The centre's path must stay at least r from the rim. To first order in r this removes a strip of width r along the edge of the ellipse, with area rL, where L is the perimeter of the ellipse.

The gas is isotropic, so the flow from each direction is proportional to the area seen from that direction. The fraction lost is therefore the removed area divided by the full area, both integrated over the hemisphere. The solid angle is proportional to dc after integration over azimuth, and

∫₀¹ πR²c dc = πR²/2.

The perimeter can be averaged without elliptic integrals. A short piece of rim of length dl, at angle χ to the direction u, appears with length dl sin χ. Averaging over a hemisphere gives the same result as over the full sphere, because u and −u give the same sin χ. Taking χ as the polar angle about the rim piece,

⟨sin χ⟩ = ½ ∫₀^π sin²χ dχ = ½ · π/2 = π/4.

The rim has length 2πR, so the average perimeter is

∫₀¹ ⟨L⟩ dc = 2πR · π/4 = π²R/2,

where ⟨L⟩ is the azimuthal average. The lost fraction is

r(π²R/2)/(πR²/2) = πr/R = πa.

Near grazing incidence the ellipse is thin and the strips from its two sides overlap. For c below about a, the error in area is of order rR over an interval of c of width a, which contributes order r². For larger c, the overlap is at most of order r² + r²a/c²; its integral from c ≈ a upwards is again of order r². Relative to R² these errors are of order a², so the linear term stands. Together,

1 − πa + O(a²) ≤ F ≤ 1 − 2a + a².

The first correction is thus linear in r/R and negative, with a coefficient between 2 and π for this hard-sphere model. It is linear because the excluded region is a strip along the rim. Its place inside this interval depends on how the molecule bounces at the rim. For smooth elastic spheres the coefficient is 2. Once the centre has passed the plane of the hole, the whole sheet lies behind it, so every impulse from the sheet pushes it onwards and it cannot return. The upper bound (1 − a)² is then the exact result.

The value π was tested with 30 000 random straight paths at a = 0.05. The lost fraction divided by a was 2.99, within the allowed difference of 0.35 from π. A value somewhat below π is expected for two reasons: a strip on the inside of a curved edge has less area than rL, and at oblique incidence strips from opposite sides overlap.

**5. The correction at the real size**

For nitrogen and the 1 nm² hole, a = 0.364/1.128 = 0.323. The linear forms give

1 − 2a = 0.35 and 1 − πa = −0.01.

A negative passage fraction is impossible, so the expansion cut after its first correction has failed for the lower bound. The correction is as large as the leading term. The bounds must be evaluated without expanding:

- upper bound: (1 − 0.323)² = 0.46, or 1.3 × 10⁹ s⁻¹;
- lower bound, from the sampled straight paths: 0.30, or 0.87 × 10⁹ s⁻¹.

For hard spheres and a sheet of zero thickness, the point-molecule rate is therefore too high by a factor between about 2.2 and 3.3, whatever the bounces at the rim; for smooth elastic spheres the factor is 2.2. The lower bound does not carry over to a wall with thickness, which blocks more of the oblique paths. If the same opening is bordered by a continuous rounded rim of radius 0.17 nm, the untouched fraction falls from 0.30 to about 0.23. Separate atoms of that radius on a graphene lattice leave gaps along the edge, and for six choices of the hole's centre the fraction was between about 0.27 and 0.34. For hard spheres the linear correction serves for much wider holes. To keep the upper estimate of the loss, πa, below 10 %, one needs R > 10πr. With r = 0.182 nm this means R > 5.7 nm, a hole more than 11 nm across. This radius applies to hard spheres only: attraction by the wall also acts in a strip along the rim, and its effect on the crossing rate is of the same order in 1/R. At 1 bar and 300 K such a hole is still narrower than the mean free path, though the ratio D/λ has then risen to about 0.16, so collisions need attention as well.

In the opposite limit, r → R, the upper bound goes to zero as (1 − a)² and the hole closes. A small change δa alters this bound by the fraction 2δa/(1 − a), which grows without limit near closure. Real molecules have no sharp surface, so their diameter is itself uncertain, and the hard-sphere result is then unreliable.

**6. A second case: the wall attracts**

Hard spheres feel only exclusion. A real wall also attracts the molecule, which raises the gas density inside the hole. Let U be the energy of the molecule in the field of the wall, with U = 0 far away. At equilibrium the pressure gradient balances the force on the gas. Along any direction x,

kT dn/dx = −n dU/dx,

so ln n + U/(kT) is constant, and the local density is n exp(−U/(kT)), with n the density far away. The velocity distribution is unchanged. The one-way crossing rate in the plane of the hole is therefore J A_eff, with

A_eff = ∫ exp(−U/(kT)) dA.

As before, this is an upper bound on the escape rate, because a molecule may cross the plane and turn back. It also counts molecules bound to the sheet, with negative total energy. A rigid sheet conserves each molecule's energy, so these cannot come from the gas; they matter only if the wall exchanges energy with the molecule, as a vibrating sheet can. Among crossings the kinetic energy K is distributed as K exp(−K/(kT)), so the unbound fraction where U < 0 is (1 + |U|/(kT)) exp(−|U|/(kT)). For unbound molecules alone the weight there is therefore 1 − U/(kT) in place of exp(−U/(kT)). It assumes that the molecules are independent of each other.

For U, take a Lennard-Jones energy 4ε[(σ/ρ)¹² − (σ/ρ)⁶] between the molecule and each wall atom at distance ρ, and spread the atoms into a continuous sheet with n_s atoms per unit area outside the hole. With the molecule in the plane, let s(φ) be its distance to the edge of the sheet in direction φ. The area element is ρ dρ dφ, and

∫_s^∞ σ¹² ρ⁻¹¹ dρ = σ¹²/(10s¹⁰),

∫_s^∞ σ⁶ ρ⁻⁵ dρ = σ⁶/(4s⁴).

Hence

U = 4ε n_s ∫₀^{2π} [σ¹²/(10s¹⁰) − σ⁶/(4s⁴)] dφ.

Rough values for nitrogen on a graphene-like sheet are σ = 0.355 nm, ε/k = 51.6 K and n_s = 38.2 nm⁻². A direct sum over small squares of sheet, for a molecule 0.15 nm off the axis of a hole of radius 0.564 nm, gave U/k = −340 K against −339 K from the formula.

It now matters what "1 nm²" means, because U refers to the positions of the nuclei.

*Case A: 1 nm² between nuclei.* The edge of the sheet is at 0.564 nm. At the centre s = 0.564 nm in all directions, and

U/k = 8π × 51.6 K × 38.2 nm⁻² × (0.00012 − 0.00494) nm² ≈ −238 K.

The density there is exp(238/300) = 2.2 times that of the free gas. The effective area is 0.84 nm², so the rate is at most 2.4 × 10⁹ s⁻¹. With the attractive term removed and everything else fixed, the area is 0.15 nm².

*Case B: 1 nm² between atomic edges.* With a rough carbon radius of 0.17 nm, the nuclei begin at 0.734 nm. The energy at the centre is −85 K and the density factor is exp(85/300) = 1.3. The effective area is 1.44 nm², so the rate is at most about 4.1 × 10⁹ s⁻¹. Without attraction the area is 0.49 nm², close to the hard-sphere bound of 0.46 nm² for the same opening.

Both limits with attraction depend on the rough energy parameters. Another common set for nitrogen, 0.380 nm and 71.4 K, combined with the same carbon values, gives effective areas of 0.74 nm² in case A and 1.32 nm² in case B, about a tenth lower. Both limits also hold only for the smeared sheet. With separate carbon atoms in a graphene lattice, cut at the same radius, the effective area came out between about 3 and 37 % larger for a dozen choices of the hole's centre. The limits are therefore not strict for a real pore.

When |U| is much less than kT, exp(−U/(kT)) ≈ 1 − U/(kT), so the first effect of attraction is positive and proportional to 1/T. At the centre in case B this gives 1.28 against the full 1.33. In case A it gives 1.79 against 2.21, and the linear form is already poor. It is poor in case B too once the molecule leaves the centre: nearer the rim U/k falls to about −360 K, where the linear form gives 2.2 against 3.3.

These comparisons concern the equilibrium density. If only unbound molecules are counted, as suits a strictly rigid sheet, the areas are 0.56 nm² in case A and 1.15 nm² in case B, or at most 1.6 × 10⁹ and 3.3 × 10⁹ s⁻¹. With either count, the bound in case B lies above the point-molecule rate. This alone does not show that the true rate is higher. It does remove the guarantee that held for hard spheres: once attraction is admitted, the point-molecule rate is no longer a proven upper limit.

**7. Reading the number for a real barrier**

Suppose a sheet has one such hole per square micrometre, an open fraction of 10⁻⁶, with 1 bar of nitrogen on one side and vacuum directly behind. There are 10¹² holes per m², and a mole of ideal gas at 273.15 K and 1 atm fills 2.241 × 10⁴ cm³. The point-molecule leak is

4.772 × 10⁻¹⁵ mol/s × 10¹² m⁻² × 2.241 × 10⁴ cm³/mol × 86 400 s/day = 9.2 × 10⁶ cm³(STP)/(m² day).

The parameters resemble a suspended graphene sheet with sparse pores; the hole density is a round choice. Real pores are irregular, their rims may carry other atoms, and the rim vibrates. None of this is in the model. For a suspended sheet, size alone lowers the hard-sphere rate per hole by more than a factor of two, and with attraction the rate has been bounded only from above. A coating on a polymer film breaks a different assumption, since there is no vacuum directly behind the hole. If the film obeys linear diffusion, adding a coating can only add resistance, so the coated film cannot leak more than the bare one. A film of polyethylene terephthalate (PET) a few hundredths of a millimetre thick passes very roughly 10 cm³(STP)/(m² day) of nitrogen at 1 bar. This figure changes severalfold with thickness and grade. The number above would then be too high by five to six orders of magnitude or more, and the polymer would have to be part of the calculation.

For a freely suspended sheet, the point-molecule value of 2.9 × 10⁹ s⁻¹ per hole is a starting estimate. For an opening of 1 nm² between atomic edges, hard spheres pass a sheet of zero thickness at between 0.87 × 10⁹ and 1.3 × 10⁹ s⁻¹, and with attraction the upper bound for a smeared sheet, with the energy parameters chosen here, is about 4.1 × 10⁹ s⁻¹. No lower bound with attraction was calculated. Both figures of the starting estimate belong to the point-molecule model; for a real pore even the first is uncertain. Most of the computed values behind these notes are listed in the numerical output.

Computed results

```
pressure: 1.0 bar
temperature: 300 K
N2 mass: 28.014 u = 4.6518e-26 kg
thermal energy kT: 4.1419e-21 J
hole area: 1.0 nm^2
hole diameter: 1.128 nm
number density: 0.02414 per nm^3
mean speed: 476.2 m/s
flux: 2.8741e+27 per m^2 per s
flux by quadrature: 2.8741e+27 per m^2 per s
POINT-MOLECULE RATE: 2.874e+09 molecules/s
same rate: 4.772e-15 mol/s
mean time between passages: 0.348 ns
simulated molecules placed: 4000000
simulated passages in 1 ps: 11982
simulated rate: 2.871e+09 molecules/s
its relative standard error: 0.91 %
simulated mean cosine: 0.6662
relative/mean speed ratio, sampled: 1.4144
N2 hard-sphere diameter (rough): 0.364 nm
mean free path: 70.4 nm
mean free path / hole diameter: 62.4
thermal wavelength: 0.0190 nm
molecule/hole diameter ratio: 0.323
hard-sphere upper factor: 0.459
hard-sphere upper rate: 1.32e+09 molecules/s
untouched-passage factor: 0.302
untouched-passage rate: 8.67e+08 molecules/s
small-size loss slope, sampled: 2.99
N2 LJ (rough): 0.37 nm, 95 K
carbon LJ (rough): 0.34 nm, 28 K
mixed LJ: 0.355 nm, 51.6 K
lattice constant (rough): 0.246 nm
carbon atoms in sheet: 38.2 per nm^2
carbon radius (rough): 0.17 nm
energy at 0.15 nm off axis: -339.4 K
same energy by area sum: -340.4 K
Case A: 1 nm^2 measured between carbon nuclei
A energy at centre: -238.2 K
A effective area: 0.839 nm^2
A effective area, no attraction: 0.153 nm^2
A upper rate: 2.41e+09 molecules/s
Case B: 1 nm^2 measured between edges of atoms
B hole radius to nuclei: 0.734 nm
B energy at centre: -84.8 K
B effective area: 1.443 nm^2
B effective area, no attraction: 0.488 nm^2
B upper rate: 4.15e+09 molecules/s
holes in coating: 1 per um^2
open fraction of coating: 1.0e-06
coating leak: 9.24e+06 cm^3(STP)/(m^2 day)
```
